# Why average wire length grows with the Rent exponent in planar circuits

## Result and scope

Take $N$ equal gates on a square grid, and let a block of $B$ gates have $T(B)=kB^p$ terminals. This is Rent's rule: $k$ is the number of pins per gate and $p$ the Rent exponent. If the circuit is placed by repeated quartering, with pins at random positions inside their blocks, the mean wire length for large $N$ is

$$
\bar\ell\simeq A\,N^{p-1/2},\qquad A=\frac{14}{9}\,\frac{1-4^{p-1}}{4^{p-1/2}-1},\qquad \tfrac12<p<1 .
$$

This is Donath scaling. Lengths are Manhattan distances in gate pitches, and every net joins two pins. The cause is a competition: larger partitions close fewer nets per gate, but longer ones, and above $p=\tfrac12$ the length wins.

The formula is an average over a model placement. That a circuit *demands* such lengths, however well it is placed, is a stronger claim. It needs a condition on the circuit's cuts, given below.

## Counting the nets

Let $N=4^L$. At level $h$, with $h=0,\dots,L-1$, four blocks of $4^h$ gates merge into a parent of $4^{h+1}$ gates. The four blocks offer $4T(4^h)$ terminals, of which $T(4^{h+1})$ remain as terminals of the parent. The others are joined in pairs, so each net closed here uses two. There is one parent per $4^{h+1}$ gates, and the number of nets closed per gate is

$$
n_h=\frac{4k\,4^{hp}-k\,4^{(h+1)p}}{2\cdot4^{h+1}}
=\frac k2\left[4^{h(p-1)}-4^{(h+1)(p-1)}\right]
=\frac k2\,(1-4^{p-1})\,4^{h(p-1)} .
$$

In the middle form, neighbouring terms cancel in the sum over $h$, which leaves

$$
\sum_{h=0}^{L-1}n_h=\frac k2\left(1-N^{p-1}\right).
$$

The missing part belongs to terminals that leave the whole circuit.

## Length at one level

The merging blocks have side $s=2^h$. For two independent positions on a line of $s$ sites, $2(s-d)$ ordered pairs are a distance $d\ge1$ apart. Their mean distance is therefore

$$
\frac1{s^2}\sum_{d=1}^{s-1}2d(s-d)=\frac{s^2-1}{3s}.
$$

Two blocks side by side are displaced by $s$ along one axis and share their range along the other. Their pins are on average $s+(s^2-1)/(3s)=(4s-1/s)/3$ apart. For diagonal blocks the mean is $2s$. Four of the six pairs of quarters are side by side and two are diagonal. With all six equally likely,

$$
r_h=\frac16\left[\frac43\left(4s-\frac1s\right)+4s\right]=\frac{14s-2/s}{9}.
$$

## The sum and its regimes

The mean length is $\bar\ell=\sum_h n_hr_h/\sum_h n_h$, from which $k$ cancels. The term $14s$ in $r_h$ gives a geometric series with ratio $4^{p-1}\cdot2=2^{2p-1}=4^{p-1/2}$. The term $2/s$ gives one with ratio $4^{p-1}/2=4^{p-3/2}$. Summing both,

$$
\bar\ell=\frac29\,\frac{1-4^{p-1}}{1-N^{p-1}}
\left[7\,\frac{N^{p-1/2}-1}{4^{p-1/2}-1}-\frac{1-N^{p-3/2}}{1-4^{p-3/2}}\right].
$$

Random circuits built by joining terminals and measured wire by wire agree with this. At $p=0.70$ and $N=16384$ the measured mean is 10.34 pitches and the formula gives 10.33.

The ratio $2^{2p-1}$ decides the behaviour at large $N$:

- **$\tfrac12<p<1$.** The first series grows as $N^{p-1/2}$, the second stays finite, and $N^{p-1}$ vanishes. This is the opening result.
- **$p=\tfrac12$.** All $L$ terms of the first series equal one, and $1-4^{p-1}=\tfrac12$. Hence $\bar\ell$ grows as $\tfrac79L=\tfrac79\log_4N$, or 0.778 pitches for each fourfold increase in $N$.
- **$p<\tfrac12$.** Both series converge and the mean length saturates. For $p=0.30$ the limit is 3.82 pitches.

The end $p\to1$ needs care. At fixed $N$, put $\epsilon=1-p$. Then $1-4^{-\epsilon}\simeq\epsilon\ln4$ and $1-N^{-\epsilon}\simeq\epsilon L\ln4$, so their ratio tends to $1/L$. The first series becomes $\sqrt N-1$, and $\bar\ell$ grows as $\tfrac{14}{9}\sqrt N/\log_4N$, not as $\sqrt N$. The opening formula fails here: at fixed $N$ its prefactor $A$ vanishes as $p\to1$, while the mean length does not. It may be used near $p=1$ only if $N^{1-p}\gg1$.

## Why large partitions matter

For $p>\tfrac12$ and large $N$, successive levels contribute to the total length in the ratio $x=2^{2p-1}>1$. The top level's share is then

$$
\frac{x^{L-1}}{(x^L-1)/(x-1)}\;\longrightarrow\;1-\frac1x=1-2^{1-2p}.
$$

A fixed fraction of all wire thus belongs to nets that cross the largest partition, however large the circuit, although the fraction of such nets tends to zero.

At fixed $N$ the effect of $p$ has a definite sign. The fraction of nets at level $h$ is $w_h\propto4^{h(p-1)}$. Differentiating the normalized average gives

$$
\frac{d\bar\ell}{dp}=\ln4\left(\langle h\,r_h\rangle-\langle h\rangle\langle r_h\rangle\right)
=\frac{\ln4}{2}\sum_{h,h'}w_hw_{h'}(h-h')(r_h-r_{h'})>0,
$$

because $r_h$ increases with $h$. Raising $p$ moves nets to higher levels, where they are longer.

The growth with $N$ fades if communication stops persisting. For $p=0.65$, the local exponent of $\bar\ell$ between $4^9$ and $4^{10}$ gates is 0.172. With the Rent exponent lowered to 0.40 for blocks above 64 gates, it is 0.053.

## A bound for every placement

Suppose that every set $S$ of at most $N/2$ gates is joined to the rest by at least $c|S|^p$ nets, with $c$ independent of $N$. Rent's rule for the blocks of one placement does not imply this, since some other set of gates might be cheap to cut.

Place one gate per site on a grid of side $m=\sqrt N$, in any arrangement. A wire's Manhattan length is the number of lines between columns or rows that it must cross. The line after column $j$ separates $jm$ gates from the rest, and the smaller side holds $m\min(j,m-j)$ gates. Rows give the same bound, hence a factor of two:

$$
\ell_{\rm total}\ge2c\sum_{j=1}^{m-1}\left[m\min(j,m-j)\right]^p
\simeq4c\,m^p\int_0^{m/2}x^p\,dx
=\frac{2^{1-p}c}{1+p}\,N^{p+1/2}.
$$

There are at most $kN/2$ nets, so for large $N$

$$
\bar\ell\ge\frac ck\,\frac{2^{2-p}}{1+p}\,N^{p-1/2}.
$$

Under this condition no placement can beat the power $p-\tfrac12$; at most, a better one lowers the prefactor.

In a test circuit of 16 gates with $k=8$ and $p=0.65$, a search over all subsets found minimum cuts of 5 nets for 4 gates and 9 nets for 8 gates. The three column lines and three row lines then require a total length of at least $2(5+9+5)=38$ pitches. The first placement had 80, and the best found by annealing had 57. This example illustrates the counting of crossed lines. It is too small to show that minimum cuts grow as $|S|^p$ with $c$ independent of $N$.

## How large: a logic block in copper

The inputs are rough typical values: $N=4^{10}=1048576$ gates, gate pitch 500 nm, $k=4$, wire pitch 80 nm, lines 40 nm wide and 80 nm high, and a thin-line resistivity of 4 microohm cm. All are held fixed while $p$ varies.

| $p$ | mean length (pitches) | mean length (nm) | resistance (ohm) | full layers |
|---|---|---|---|---|
| 0.55 | 9.9 | 4970 | 62 | 3.2 |
| 0.65 | 18.1 | 9060 | 113 | 5.8 |
| 0.75 | 35.1 | 17500 | 219 | 10.9 |

For $p=0.65$, $A=2.587$ and $N^{0.15}=8.00$, so the leading term is 20.7 pitches. Keeping the $-1$ in the first series gives $2.587\times7.00=18.1$, already close to the full value. At $p=0.55$, $N^{0.05}$ is only 2.00, and the same $-1$ halves the leading term of 20.1. The pure power law is safe when both $N^{p-1/2}\gg1$ and $N^{1-p}\gg1$; otherwise use the full formula. The two corrections act in opposite directions. At $p=0.75$ they cancel, since $(N^{1/4}-1)/(1-N^{-1/4})=N^{1/4}$, and the leading term of 35.2 lies close to the full 35.1.

The mean length at $p=0.65$ is $18.13\times500\ \text{nm}=9060$ nm, or 9.1 µm. A wire of that length has resistance

$$
R=\frac{4.0\times10^{-8}\ \Omega\,\text{m}\times9.06\times10^{-6}\ \text{m}}{(40\times10^{-9}\ \text{m})(80\times10^{-9}\ \text{m})}=113\ \Omega .
$$

Each gate owns 1.984 nets and an area of one gate pitch squared. The number of completely filled wiring layers is the wire area divided by the gate area, $1.984\times18.13\times80/500=5.8$.

The top level holds 0.49% of the nets but 21.6% of the length; the large-$N$ limit is 18.8%. A top-level net thus averages $18.13\times21.6/0.492\approx800$ pitches, or about 0.4 mm. In the thin line assumed here it would have a resistance near 5000 ohm.

## What real blocks change

The inputs lie in the range of dense logic, but real blocks break several assumptions. One is random pin positions, whereas placement tools pull connected gates together. Annealing one model circuit each of 64 and 256 gates reduced the length to 0.58 and 0.65 of its first value. These runs were short and are not converged: longer annealing of circuits built the same way reaches about 0.54 to 0.56 at both sizes. The difference between the two values therefore shows no trend with size, and neither fixes the gain for a million gates.

Sharing wire also helps. Three pins can be joined by a tree whose extent along each axis is half the sum of the three pair distances. For pins at random in one block, this needs $\tfrac32/2=0.75$ of the wire of two separate connections from one given pin to the other two. Against the two shortest of the three possible links, the ratio is about 0.92.

Nets leaving the block use 0.78% of the gate pins, but their length need not be small. The mean distance from a random point to the nearest edge of a square is one sixth of its side. If each such net ran straight to that edge, it would add $kN^{p-1}\sqrt N/6=4\times8.00/6\approx5.3$ pitches per gate to the $1.984\times18.13\approx36$ counted above, about 15%. This term has the same power of $N$, so it changes the prefactor and not the exponent.

A late fall in the Rent exponent can act against intuition. With 0.40 above 65536 gates, the mean rises from 18.1 to 19.7 pitches. Fewer terminals may leave each large block, so more nets must close inside it. At the first level affected, their number grows by $(1-4^{q-1})/(1-4^{p-1})>1$, where $q$ is the lower exponent. Each further level brings a factor $4^{q-p}<1$, but only two levels lie above the change here. With three levels above it the mean is still slightly raised, at 18.3 pitches; with four it falls to 16.4.

## What to do about it

**Measure $p$ over the whole range of block sizes.** At $p=0.65$ and this $N$, $d\bar\ell/dp=116$ pitches if $p$ changes at every level, so a common error of 0.01 shifts the mean by about 1.2 pitches, or 6%. An error confined to the largest blocks can act in the opposite direction, as the late fall above shows. A fit dominated by small blocks can miss the levels that carry much of the wire.

**Reduce communication between large blocks early in the hierarchy.** In this model, growth fades when the exponent falls below one half well below the full circuit size. A change in the last one to three levels may not shorten the mean of the nets closed inside the block.

**Give the few longest nets wide, thick lines.** At fixed resistivity, resistance falls inversely with cross-section. The price is area: the top-level nets carry 21.6% of the length, so doubling their wire pitch raises the demand from 5.8 to 7.0 full layers. A better conductor lowers resistance in proportion to its resistivity but leaves length and layer demand unchanged. Heating copper by 60 K, at a rough slope of 0.007 microohm cm per K, raises the resistance here by about 10%.

**Budget layers and supply current together.** If half the tracks are usable, the 5.8 full layers become 11.5. With capacitance per length, voltage swing, clock rate and switching activity fixed, the supply current that charges the wires scales with total length. For the nets closed inside the block, it rises between $p=0.55$ and $0.75$ by a factor of $10.88/3.17\approx3.4$. The remaining values are in the numerical output below.

## Calculated quantities

```
random circuits, p = 0.70, k = 4: mean length in gate pitches
  N = 256: measured 4.030, formula 4.014
  N = 1024: measured 5.528, formula 5.551
  N = 4096: measured 7.608, formula 7.601
  N = 16384: measured 10.342, formula 10.329
p = 0.50: added length per fourfold N = 0.7778 pitches
p = 0.30: limiting mean length = 3.820 pitches
p = 0.65, N = 4^10: dl/dp = 116.1 pitches per unit p
local exponent of l, N = 4^9 to 4^10, p = 0.65: 0.1720
  same, Rent exponent 0.40 above 64 gates: 0.0529
16 gates, k = 8, p = 0.65: 40 nets
  minimum cuts: 5 nets (4 gates), 9 nets (8 gates); c = 2.031
  total length bound: from cuts 38, from c 35.69 pitches
  total length: first placement 80, annealed 57 pitches
example: N = 1048576 gates, k = 4, gate pitch 500 nm
  block side 512000 nm, wire pitch 80 nm
  line 40 nm x 80 nm, resistivity 4.0 microohm cm
p = 0.55: A = 10.059, N^(p-1/2) = 2.000
  leading term 20.12, full mean 9.94 pitches
  mean length 4969 nm = 4.97 um
  resistance 62.1 ohm; nets per gate 1.996; full layers 3.17
  top level: 0.169 % of nets, 13.6 % of length
p = 0.65: A = 2.587, N^(p-1/2) = 8.000
  leading term 20.70, full mean 18.13 pitches
  mean length 9064 nm = 9.06 um
  resistance 113.3 ohm; nets per gate 1.984; full layers 5.76
  top level: 0.492 % of nets, 21.6 % of length
p = 0.75: A = 1.100, N^(p-1/2) = 32.000
  leading term 35.20, full mean 35.09 pitches
  mean length 17547 nm = 17.55 um
  resistance 219.3 ohm; nets per gate 1.938; full layers 10.88
  top level: 1.336 % of nets, 30.3 % of length
limit of top-level length share, p = 0.65: 18.8 %
neglected effects, p = 0.65:
  annealed / first length, N = 64: 0.576
  annealed / first length, N = 256: 0.649
  shared three-pin wire / two separate wires: 0.750
  Rent exponent 0.40 above 65536 gates: mean 19.69 pitches
  terminals leaving the block: 0.78 % of gate pins
  layers if half the tracks are usable: 11.51
  resistance rise for 60 K heating at 0.007 microohm cm/K: 10.5 %
```
